# Born effective charges on a four-atom orbit of Pca2_1

## Problem

The ferroelectric phase of hafnia has space group Pca2\(_1\). Take Cartesian axes \(x,y,z\) along \(a,b,c\), with the polar axis along \(z\). The operations, modulo lattice translations, are

\[
\begin{aligned}
g_1&:(x,y,z), & g_2&:(-x,-y,z+\tfrac12),\\
g_3&:(x+\tfrac12,-y,z), & g_4&:(-x+\tfrac12,y,z+\tfrac12),
\end{aligned}
\]

in fractional coordinates. The Born effective-charge tensor of an atom is

\[
Z_{ij}=\frac{\Omega}{e}\frac{\partial P_i}{\partial u_j},
\]

where \(\Omega\) is the cell volume, \(e>0\) the elementary charge, \(P_i\) the polarization, and \(u_j\) a displacement of the atom together with all its lattice translates. The derivative is taken at fixed cell and zero macroscopic field. The first index belongs to polarization and the second to displacement, so \(Z_{ij}\) and \(Z_{ji}\) need not be equal.

One oxygen atom has the tensor, in units of \(e\),

\[
Z=\begin{pmatrix}-2.8&0.6&0.3\\0.9&-2.5&-0.4\\0.2&-0.5&-2.6\end{pmatrix}.
\]

The entries are chosen round numbers of a size reasonable for hafnia. The cell edges are 0.525, 0.500 and 0.505 nm, so \(\Omega=0.1326\ \mathrm{nm^3}\).

(a) Find the tensors of the other three atoms in the orbit, and the orbit sum, for a general \(Z\).

(b) Find the polarization when all four atoms move by 10 pm along \(+x\), and when they move by 10 pm along \(x\) with alternating signs.

(c) Find the forces on the four atoms in a field of 1 MV/cm along \(z\).

(d) State what happens to the result of (a) when the symmetry is reduced or the crystal is tilted.

## First estimate by scaling

The diagonal entries are about \(-2.6\) and the off-diagonal ones about 0.5 in magnitude. Four equal diagonal entries add to about \(-10.4\). For the off-diagonal entries, suppose that nothing is known about their signs on the four atoms. Independent random signs give a sum of typical size \(\sqrt4\times0.5=1\).

A charge \(e\) moved by 0.010 nm in every cell changes the polarization by

\[
\frac{0.010\,e\,\mathrm{nm}}{0.1326\ \mathrm{nm^3}}
=0.0754\ \frac{e}{\mathrm{nm^2}}
=1.21\ \mathrm{\mu C/cm^2},
\]

because \(1\,e/\mathrm{nm^2}=1.602\times10^{-19}\,\mathrm C/10^{-14}\,\mathrm{cm^2}=16.02\ \mathrm{\mu C/cm^2}\). The estimate is therefore about 12.6 \(\mathrm{\mu C/cm^2}\) parallel to the motion and about 1.2 \(\mathrm{\mu C/cm^2}\) perpendicular to it. The first number rests on equal signs and the second on random signs. Symmetry decides whether either assumption holds.

## Exact solution

### The orbit and its tensors

No operation other than the identity leaves an atom in place, even if the atom lies on a glide plane or a screw axis. The operation \(g_2\) shifts \(z\) by one half while leaving its sign unchanged, so it cannot return an atom to itself, even modulo a lattice vector. The same holds for \(g_3\) through its shift of \(x\), and for \(g_4\) through its shift of \(z\). Every atom therefore belongs to an orbit of four, and its site symmetry is the identity alone. Point symmetry at the site puts no condition on the nine entries of \(Z\).

The point parts of the operations are diagonal, \(R_n=\mathrm{diag}(s_x^{(n)},s_y^{(n)},s_z^{(n)})\), with

\[
\begin{aligned}
R_1&=\mathrm{diag}(1,1,1), & R_2&=\mathrm{diag}(-1,-1,1),\\
R_3&=\mathrm{diag}(1,-1,1), & R_4&=\mathrm{diag}(-1,1,1).
\end{aligned}
\]

Let \(g_n\) carry atom 1 to atom \(n\). Displace atom 1 by a small vector \(\mathbf u\). The polarization changes by

\[
\Delta\mathbf P=\frac e\Omega Z\mathbf u .
\]

Now apply \(g_n\) to the whole displaced crystal. The undisplaced structure goes into itself, since \(g_n\) is one of its symmetries. What remains is a crystal in which atom \(n\) is displaced by \(R_n\mathbf u\). Its polarization change is \(R_n\Delta\mathbf P\), because polarization is a vector and a translation of a neutral crystal does not alter a polarization difference. By the definition of the tensor \(Z^{(n)}\) of atom \(n\),

\[
\frac e\Omega Z^{(n)}R_n\mathbf u=R_n\,\frac e\Omega Z\mathbf u .
\]

This holds for every \(\mathbf u\), so \(Z^{(n)}R_n=R_nZ\). Multiplication from the right by \(R_n^{-1}=R_n^T\) gives

\[
Z^{(n)}=R_nZR_n^T .
\]

For diagonal \(R_n\) the matrix product has one surviving term:

\[
Z^{(n)}_{ij}=\sum_{kl}s_i^{(n)}\delta_{ik}Z_{kl}\,s_j^{(n)}\delta_{lj}
=s_i^{(n)}s_j^{(n)}Z_{ij}.
\]

The sign products for atoms 1 to 4 are

\[
\begin{aligned}
xx,\ yy,\ zz&:\ (+,+,+,+),\\
xy,\ yx&:\ (+,+,-,-),\\
xz,\ zx&:\ (+,-,+,-),\\
yz,\ zy&:\ (+,-,-,+).
\end{aligned}
\]

As an example, the second atom has

\[
Z^{(2)}=\begin{pmatrix}Z_{xx}&Z_{xy}&-Z_{xz}\\Z_{yx}&Z_{yy}&-Z_{yz}\\-Z_{zx}&-Z_{zy}&Z_{zz}\end{pmatrix}.
\]

Each atom keeps all its off-diagonal entries in magnitude. Each of the three off-diagonal sign rows has two plus and two minus signs, hence

\[
\sum_{n=1}^4Z^{(n)}=4\begin{pmatrix}Z_{xx}&0&0\\0&Z_{yy}&0\\0&0&Z_{zz}\end{pmatrix}.
\]

For the given oxygen the sum is \(\mathrm{diag}(-11.2,-10.0,-10.4)\). The cancellation did not use \(Z_{ij}=Z_{ji}\). The entries 0.6 and 0.9 cancel separately, each against its own copies, so the antisymmetric part of the tensor vanishes from the sum as well.

The diagonal sum is not zero, and no operation of the group forces it to vanish. A different argument limits it. If all atoms of the cell move together, the neutral crystal is merely translated and \(\Delta\mathbf P=0\), so the tensors of all atoms add to zero. In hafnia, with twelve atoms in three orbits, the off-diagonal part of this condition is already met orbit by orbit. Three conditions remain, one for each diagonal component. The three orbits start with \(3\times9=27\) entries, and 24 of them are left free.

### Uniform and alternating displacements

Let atom \(n\) move along \(x\) by \(c_nu\), with \(c_n=\pm1\). To first order in \(u\) the contributions add:

\[
\Delta P_i=\frac{eu}{\Omega}\sum_nc_nZ_{ix}^{(n)}
=\frac{eu}{\Omega}Z_{ix}\sum_nc_n\,s_i^{(n)}s_x^{(n)} .
\]

The sum compares the displacement pattern \(c_n\) with the sign row of the component \(ix\). The four sign rows listed above are mutually orthogonal: the product of two different rows is another row with two plus and two minus signs. A pattern with three equal signs, such as \((+,+,+,-)\), overlaps every row and gives all three components. Each of the four patterns that coincide with a sign row, and its negative, selects at most one polarization component:

\[
\begin{aligned}
c&=(+,+,+,+): & \Delta P_x&=4eu\,Z_{xx}/\Omega,\\
c&=(+,+,-,-): & \Delta P_y&=4eu\,Z_{yx}/\Omega,\\
c&=(+,-,+,-): & \Delta P_z&=4eu\,Z_{zx}/\Omega,\\
c&=(+,-,-,+): & \Delta\mathbf P&=0 .
\end{aligned}
\]

For the uniform motion by 10 pm, the contribution of atom 1 is

\[
\Delta\mathbf P^{(1)}=1.21\times(-2.8,\,0.9,\,0.2)
=(-3.38,\,1.09,\,0.24)\ \mathrm{\mu C/cm^2}.
\]

The \(y\) part has signs \((+,+,-,-)\) on the four atoms and the \(z\) part \((+,-,+,-)\). Both cancel, and the total to first order in \(u\) is \((-13.54,0,0)\ \mathrm{\mu C/cm^2}\). Symmetry still allows a term in \(u^2\) along the polar axis \(z\), which the linear formula leaves out. This is a motion of one oxygen orbit relative to the rest of the crystal; a motion of all three orbits together would give zero.

For the alternating motion \((+,-,+,-)\), the \(x\) parts cancel, the \(y\) parts acquire the signs \((+,-,-,+)\) and cancel, and the \(z\) parts acquire equal signs. The result is

\[
\Delta P_z=4\times0.242=0.97\ \mathrm{\mu C/cm^2}.
\]

The atoms move along \(x\), with no net displacement, and the polarization appears along \(z\). To first order in \(u\), the off-diagonal entries that cancel in the orbit sum are the entire source of this polarization.

The alternating pattern has a further property. Since \(s_z^{(n)}=1\) for all four operations, its signs \(s_x^{(n)}s_z^{(n)}\) equal \(s_x^{(n)}\), and atom \(n\) moves by \(R_n(u,0,0)^T\). This is the displacement obtained by moving atom 1 and letting the space group carry the others along. The distorted crystal still has the full symmetry Pca2\(_1\). Antipolar \(x\) motion of this kind may therefore mix with polar \(z\) motion in one normal mode, and \(Z_{zx}\) gives its share of the mode's dipole.

The sign of that share needs care. If atom 2 were chosen as the reference atom, its \(Z_{zx}\) would be \(-0.2\), and the same physical motion would have the opposite amplitude at the reference atom. The product is unchanged. The sign of an off-diagonal entry has a meaning only together with the atom to which it belongs.

### Forces in a field

At fixed cell, let \(H(\mathbf u,\mathbf E)\) be the electric enthalpy per cell, with

\[
dH=-\sum_{n,j}F_j^{(n)}du_j^{(n)}-\Omega\sum_iP_i\,dE_i .
\]

Its mixed second derivatives do not depend on the order of differentiation:

\[
\frac{\partial F_j^{(n)}}{\partial E_i}
=-\frac{\partial^2H}{\partial E_i\,\partial u_j^{(n)}}
=\Omega\frac{\partial P_i}{\partial u_j^{(n)}}
=eZ_{ij}^{(n)} .
\]

Starting from relaxed atoms, the force to first order in the field is \(F_j^{(n)}=e\sum_iE_iZ_{ij}^{(n)}\). The field multiplies the first index, so a field along \(z\) reads the third row of the tensor. With \(1\ \mathrm{MV/cm}=0.1\ \mathrm{V/nm}\),

\[
\mathbf F^{(1)}=0.1\times(0.2,-0.5,-2.6)
=(0.020,-0.050,-0.260)\ \mathrm{eV/nm}.
\]

The \(x\) forces on the four atoms are \(0.020\) times \((+,-,+,-)\), and the \(y\) forces are \(-0.050\) times \((+,-,-,+)\). The total is \((0,0,-1.040)\) eV/nm. The orbit as a whole is pulled along the field axis, while each atom is also pushed sideways. The \(x\) forces have the pattern that produces \(P_z\) in part (b), as they must, since both effects come from the same mixed derivative.

With a rough spring constant of 1000 eV/nm\(^2\) for each atom, the sideways \(x\) shift is \(0.020/1000\) nm, or 0.020 pm. This treats the atom as an independent oscillator; coupling to other atoms would change the number.

### Reduced symmetry and tilt

Suppose that only the identity and one other operation survive. The sign table then shows which sums still cancel. With \(g_3\), whose point part is the mirror reversing \(y\), the atoms form pairs such as 1 and 3. The signs in a pair are \((+,-)\) for \(xy\) and \(yz\), but \((+,+)\) for \(xz\). The \(xz\) and \(zx\) sums are then no longer forced to vanish. In the same way, \(g_4\) alone leaves \(yz\) and \(zy\) free, and the screw operation \(g_2\) alone leaves \(xy\) and \(yx\) free. A field along \(x\) and a shear strain in the \(xz\) plane are both of the first kind.

A tilt of the crystal preserves its symmetry but changes the axes in which the tensor is written. Let \(\bar Z=\mathrm{diag}(Z_{xx},Z_{yy},Z_{zz})\) be the orbit mean, and let

\[
T=\begin{pmatrix}\cos\theta&0&\sin\theta\\0&1&0\\-\sin\theta&0&\cos\theta\end{pmatrix}.
\]

The laboratory entry is the product of the first row of \(T\bar Z\) with the third row of \(T\):

\[
\begin{aligned}
(T\bar ZT^T)_{xz}&=(\cos\theta\,Z_{xx})(-\sin\theta)+(\sin\theta\,Z_{zz})(\cos\theta)\\
&=(Z_{zz}-Z_{xx})\sin\theta\cos\theta .
\end{aligned}
\]

For \(\theta=5^\circ\) this is \(0.2\times0.087=0.017\). It vanishes for \(Z_{xx}=Z_{zz}\), and its largest value for this tensor is 0.1, at \(45^\circ\).

## Comparison of estimate and solution

For the uniform motion the estimate parallel to the displacement was 12.6 \(\mathrm{\mu C/cm^2}\), against an exact magnitude of 13.5. The difference, 7% of the exact value, comes from using \(-2.6\) in place of \(Z_{xx}=-2.8\). The assumption of equal signs was correct.

Perpendicular to the motion the estimate was 1.2 \(\mathrm{\mu C/cm^2}\), and the value to first order in the displacement is zero. The alternating pattern gives 0.97 along \(z\), and the pattern \((+,+,-,-)\) gives \(4\times1.09=4.4\) along \(y\). The random-sign rule describes none of these cases singly. Applied to one entry at a time, it does give the root mean square over the four patterns. For one off-diagonal entry, the sum over atoms is \(4Z_{ij}\) for one of the four patterns and zero for the other three, so

\[
\sqrt{\tfrac14\left[(4Z_{ij})^2+0+0+0\right]}=2|Z_{ij}| ,
\]

which is the random-sign value \(\sqrt4\,|Z_{ij}|\). This is 2.2 \(\mathrm{\mu C/cm^2}\) along \(y\) for \(Z_{yx}=0.9\) and 0.48 along \(z\) for \(Z_{zx}=0.2\); the estimate of 1.2 lies between them because it used a typical entry of 0.5. Scaling supplies the size of the effect, and symmetry concentrates it in one pattern.

## A test on a microscopic model

The transformation law can be tested on a crystal whose tensors are computed directly from the definition. The model has twelve ions in the cell given above, with charges \(+4\) and \(-2\) and polarizability volumes \(0.2\times10^{-3}\) and \(0.5\times10^{-3}\ \mathrm{nm^3}\) for metal and oxygen. The orbits start from the fractional positions (0.03, 0.27, 0.00) for the metal, and (0.36, 0.07, 0.14) and (0.27, 0.53, 0.25) for oxygen. The potential of a unit charge is \(e^{-(r/0.25\,\mathrm{nm})^2}/r\), and the induced dipoles are solved self-consistently. The short range makes the lattice sums converge but also makes the model unfit to predict hafnia.

Displacing each ion by \(\pm10^{-4}\) nm gives its tensor. The first oxygen has \(Z_{xy}=0.603\) and \(Z_{yx}=0.594\), and the largest asymmetry \(|Z_{ij}-Z_{ji}|\) on any ion is 0.045. The tensors within each orbit obey \(R_nZR_n^T\) to \(2\times10^{-12}\), and the off-diagonal orbit sums vanish to \(1\times10^{-12}\).

The model also shows the limit of the linear formula. For this oxygen \(Z_{zx}=-0.219\), and the alternating 10 pm motion should give \(-1.06\ \mathrm{\mu C/cm^2}\) along \(z\). The full change is \(-0.91\), smaller in magnitude by 14% of the linear value. No operation of the group reverses \(z\), so a term in \(u^2\) is allowed in \(\Delta P_z\) for every displacement pattern. Reversing the displacement separates the change into a part odd in \(u\), \(-1.07\), and a part even in \(u\), \(+0.16\), so the even part accounts for the deviation. The uniform 10 pm motion of this orbit along \(x\) also gives about \(0.16\ \mathrm{\mu C/cm^2}\) along \(z\) in the model, where the linear formula gives zero.

## Real films

The cell edges and the diagonal charges are round values meant to resemble ferroelectric hafnia, not results of a calculation for it; the off-diagonal entries are illustrative. The field of 1 MV/cm is a quarter of a rough breakdown field of 4 MV/cm. It is comparable to the fields that switch such films, so it is taken parallel to the existing polarization.

Atoms in a film are never at rest. With the same spring constant, an oxygen atom at 300 K has a root-mean-square motion of 5.8 pm along each axis, zero-point motion included. This is about 290 times the sideways shift caused by the field. In twelve random snapshots of the ion model, with each cell displaced alike, the off-diagonal entries of the oxygen orbit mean have a root-mean-square size of 0.047. Twelve snapshots fix this number only roughly: other sets of twelve give between 0.035 and 0.053, and 240 snapshots give 0.044. On single atoms of the undistorted model these entries have a root-mean-square size of 0.45. A single snapshot of this kind therefore shows the cancellation only to about one part in ten. In a large crystal distant cells move independently, and the mean over many cells leaves a smaller remainder. The thermal mean within one domain shows the cancellation: the four symmetry images of a snapshot, itself included, have equal energy and equal probability. Averaging one snapshot over these images reduced the off-diagonal mean to \(2\times10^{-13}\).

The two static disturbances tried next have a smaller effect in this model. A field of 1 MV/cm along \(x\) shifts the oxygen orbit by \(2.8\times0.1/1000\) nm, or 0.28 pm, towards \(-x\). Moving this orbit alone by that amount in the ion model, with all other ions held fixed, gives a mean \(Z_{xz}\) of \(-0.0018\). This is only part of the response. Moving every ion by its model force divided by the same spring constant gives about \(-0.0055\), three times larger; the coupled relaxation of the ions was not computed. A simple shear that shifts \(x\) by 0.5% of \(z\), at fixed fractional coordinates, gives 0.0007; the same shear without its rotational part gives 0.0006. In both cases the \(xy\) and \(yz\) means still vanish, as the sign table requires. The tilt of \(5^\circ\) gives 0.017 for the chosen tensor. This number is proportional to \(Z_{zz}-Z_{xx}\) and so depends strongly on the tensor chosen.

In a polycrystalline film the grains do not share a common orientation of the axes. For a grain rotated about \(y\), the orbit mean of the \(xz\) entry in laboratory axes can reach 0.1 in magnitude for the chosen tensor, or 4% of \(|Z_{zz}|\). Vacancies, dopants and domain walls also remove the equivalence of the four atoms, and their effect has not been estimated here. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
Chosen example, rough hafnia-like values
cell a b c (nm): 0.525 0.500 0.505
cell volume (nm^3): 0.1326
tensor order: xx xy xz yx yy yz zx zy zz (units of e)
Z atom 1: -2.8 0.6 0.3 0.9 -2.5 -0.4 0.2 -0.5 -2.6
Z atom 2: -2.8 0.6 -0.3 0.9 -2.5 0.4 -0.2 0.5 -2.6
Z atom 3: -2.8 -0.6 0.3 -0.9 -2.5 0.4 0.2 0.5 -2.6
Z atom 4: -2.8 -0.6 -0.3 -0.9 -2.5 -0.4 -0.2 -0.5 -2.6
Z orbit sum: -11.2 0.0 0.0 0.0 -10.0 0.0 0.0 0.0 -10.4
displacement amplitude (pm): 10.0
P in uC/cm^2, order x y z
uniform x shift, atom 1: -3.384 1.088 0.242
uniform x shift, atom 2: -3.384 1.088 -0.242
uniform x shift, atom 3: -3.384 -1.088 0.242
uniform x shift, atom 4: -3.384 -1.088 -0.242
uniform x shift, orbit: -13.537 0.000 0.000
antipolar signs: 1 -1 1 -1
antipolar x shift, orbit: 0.000 0.000 0.967
field along z (MV/cm): 1.0
force atom 1, x y z (eV/nm): 0.020 -0.050 -0.260
force atom 2, x y z (eV/nm): -0.020 0.050 -0.260
force atom 3, x y z (eV/nm): 0.020 0.050 -0.260
force atom 4, x y z (eV/nm): -0.020 -0.050 -0.260
force orbit, x y z (eV/nm): 0.000 0.000 -1.040
rough spring constant (eV/nm^2): 1000
sideways static shift, atom 1 (pm): 0.020
Ion model, symmetry test and size estimates
model O tensor (e): -2.369 0.603 -0.221 0.594 -2.700 -0.455 -0.219 -0.442 -2.349
largest model asymmetry |Zij-Zji| (e): 0.0451
largest covariance error (e): 2.2e-12
largest off-diagonal orbit sum (e): 1.1e-12
largest all-atom sum (e): 3.8e-07
temperature (K): 300
rms motion per axis, O and Hf (pm): 5.81 5.16
snapshot mean off-diagonal, rms (e): 0.0470
after symmetry-image average, max (e): 2.1e-13
x shift in 1 MV/cm x field (pm): -0.280
x-field mean Zxz Zzx (e): -0.00184 -0.00182
xz shear strain (percent): 0.5
shear mean Zxz Zzx (e): 0.00066 0.00072
tilt about y (degree): 5.0
tilted example mean Zxz (e): 0.0174
model antipolar Pz, linear (uC/cm^2): -1.060
model antipolar Pz, full (uC/cm^2): -0.910
rough breakdown field (MV/cm): 4.0
applied/breakdown field ratio: 0.25
```
